# Second Derivatives of Generalized Eigenvalues and the LAPW Dynamical Matrix, part 2

The problem is to find second derivatives of the summed energy of occupied levels when both the Hamiltonian $H(x)$ and the positive definite overlap matrix $S(x)$ depend on real parameters $x_\alpha$, such as atomic coordinates. The algebra is in atomic units. The eigenvectors $c_i$ and eigenvalues $\varepsilon_i$ satisfy

$$
Hc_i=\varepsilon_i Sc_i,\qquad c_i^\dagger Sc_j=\delta_{ij}. \tag{1}
$$

Indices $i,j$ are occupied, $a,b$ empty, and $m,n$ unrestricted. Subscripts $\alpha,\beta$ on matrices and energies denote parameter derivatives. The elements between eigenvectors are

$$
h^\alpha_{mn}=c_m^\dagger H_\alpha c_n,\qquad
s^\alpha_{mn}=c_m^\dagger S_\alpha c_n. \tag{2}
$$

With one parameter, primes denote derivatives and the superscript is dropped. A single nondegenerate level then has

$$
\boxed{\;\varepsilon_i''=c_i^\dagger(H''-\varepsilon_iS'')c_i-2\varepsilon_i's_{ii}
+2\sum_{m\ne i}\frac{|h_{mi}-\varepsilon_is_{mi}|^2}{\varepsilon_i-\varepsilon_m}\;} \tag{9}
$$

Its terms are, in order, the explicit, normalization and mixing parts.

For the sum $E=\sum_i\varepsilon_i$, the occupied levels have fixed weight one and a gap separates them from the empty ones. Factors for spin and $k$ points multiply the result. Define

$$
P=\sum_i c_ic_i^\dagger,\qquad W=\sum_i\varepsilon_ic_ic_i^\dagger, \tag{13}
$$

so that $PSP=P$ and $W=PHP$. With $p^\beta_{mn}=c_m^\dagger SP_\beta Sc_n$, and $w^\beta_{mn}$ defined in the same way from $W_\beta$,

$$
p^\beta_{ij}=-s^\beta_{ij},\qquad p^\beta_{ab}=0. \tag{16}
$$

$$
h^\beta_{ai}+\varepsilon_ap^\beta_{ai}+0
=\varepsilon_is^\beta_{ai}+\varepsilon_ip^\beta_{ai}+0,
\qquad
p^\beta_{ai}=\frac{h^\beta_{ai}-\varepsilon_is^\beta_{ai}}{\varepsilon_i-\varepsilon_a}, \tag{17}
$$

$$
w^\beta_{ij}=h^\beta_{ij}-(\varepsilon_i+\varepsilon_j)s^\beta_{ij},\qquad
w^\beta_{ai}=\varepsilon_ip^\beta_{ai},\qquad w^\beta_{ab}=0. \tag{18}
$$

Also $p^\beta_{ia}=(p^\beta_{ai})^*$. Differentiating $E=\mathrm{tr}(PH)$, with $\mathrm{tr}(P_\alpha H)=-\mathrm{tr}(WS_\alpha)$, gives

$$
E_\alpha=\mathrm{tr}(PH_\alpha)-\mathrm{tr}(WS_\alpha), \tag{19}
$$

$$
E_{\alpha\beta}=\mathrm{tr}(PH_{\alpha\beta})-\mathrm{tr}(WS_{\alpha\beta})
+\mathrm{tr}(P_\beta H_\alpha)-\mathrm{tr}(W_\beta S_\alpha). \tag{20}
$$

Inserting the coefficients gives the explicit, occupied-pair and occupied–empty parts, one per line:

$$
\boxed{\begin{aligned}
E_{\alpha\beta}={}&\sum_i c_i^\dagger(H_{\alpha\beta}-\varepsilon_iS_{\alpha\beta})c_i\\
&-\mathrm{Re}\sum_{ij}\left[s^{\alpha*}_{ij}h^\beta_{ij}+s^{\beta*}_{ij}h^\alpha_{ij}
-(\varepsilon_i+\varepsilon_j)s^{\alpha*}_{ij}s^\beta_{ij}\right]\\
&+2\,\mathrm{Re}\sum_{ia}\frac{(h^\alpha_{ai}-\varepsilon_is^\alpha_{ai})^*
(h^\beta_{ai}-\varepsilon_is^\beta_{ai})}{\varepsilon_i-\varepsilon_a}
\end{aligned}} \tag{21}
$$

This holds even when occupied levels coincide. The "degenerate pair" entries in the table below test it on random $6\times6$ matrices with two coinciding occupied levels.

## Moving LAPW functions and force constants

The symbols carried over are these. $H$ and $S$ are the Hamiltonian and overlap matrices, with $Hc_i=\varepsilon_iSc_i$ and $c_i^\dagger Sc_j=\delta_{ij}$. Indices $i,j$ are occupied and $a$ is empty. Subscripts $\alpha,\beta$ on matrices and energies denote parameter derivatives, and $h^\alpha_{mn}$, $s^\alpha_{mn}$ are the elements of $H_\alpha$, $S_\alpha$ between eigenvectors. $P=\sum_ic_ic_i^\dagger$ and $W=\sum_i\varepsilon_ic_ic_i^\dagger$ have derivatives given by (16)–(18), and the summed occupied energy $E$ has the second derivative (21), with its explicit, occupied-pair and occupied–empty parts.

The derivatives of the LAPW matrices can be written out fully in one dimension. Take a crystal with cell length $L$ and square wells of half-width $R$ centred at $\tau_\alpha$. The potential is $-D_\alpha$ in well $\alpha$ and zero in the interstitial region. The parameters $x_\alpha$ are the positions $\tau_\alpha$; each well moves together with its periodic images. For $K=k+G$, with $G$ a reciprocal-lattice vector, the basis function is

$$
\phi_K(x)=\frac1{\sqrt L}
\begin{cases}
e^{iKx}, & x\text{ in the interstitial region},\\
e^{iK\tau_\alpha}g^\alpha_K(x-\tau_\alpha), & |x-\tau_\alpha|<R.
\end{cases} \tag{22}
$$

The function $g^\alpha_K$ combines solutions $u$ of $-\tfrac12u''-D_\alpha u=E_lu$ at a fixed energy $E_l$, one even and one odd, with their energy derivatives $\dot u=\partial u/\partial E_l$. In this paragraph primes on $u$ and $\dot u$ are space derivatives. The four coefficients are fixed by requiring that $g^\alpha_K(y)$ and its slope agree with $e^{iKy}$ and its slope at $y=\pm R$. For each parity this is a pair of linear equations with determinant $u\dot u'-u'\dot u$ at $R$. Differentiating the equation for $u$ with respect to $E_l$ gives $-\tfrac12\dot u''-(D_\alpha+E_l)\dot u=u$. Hence $(u\dot u'-u'\dot u)'=-2u^2$. The determinant vanishes at the centre by parity and equals $-2\int_0^Ru^2\,dy\neq0$ at the edge, so the matching has a unique solution.

The coefficients depend on $K$ but not on $\tau_\alpha$, since near the well the plane wave is $e^{iK\tau_\alpha}e^{iKy}$ and the phase has been taken out. The interstitial integral is the integral over the cell minus the parts covered by wells. Therefore

$$
\begin{aligned}
S_{KK'}&=\delta_{KK'}+\sum_\alpha e^{i(K'-K)\tau_\alpha}N^\alpha_{KK'},\\
H_{KK'}&=\tfrac12K^2\delta_{KK'}+\sum_\alpha e^{i(K'-K)\tau_\alpha}M^\alpha_{KK'},
\end{aligned} \tag{23}
$$

with matrices that do not depend on the positions,

$$
\begin{aligned}
N^\alpha_{KK'}&=\frac1L\int_{-R}^{R}\left[g_K^{\alpha*}g^\alpha_{K'}-e^{i(K'-K)y}\right]dy,\\
M^\alpha_{KK'}&=\frac1L\int_{-R}^{R}\left[\tfrac12(\partial_yg^\alpha_K)^*\partial_yg^\alpha_{K'}
-D_\alpha g_K^{\alpha*}g^\alpha_{K'}-\tfrac12KK'e^{i(K'-K)y}\right]dy.
\end{aligned} \tag{24}
$$

The kinetic energy is used here as half the integral of a product of slopes. Integration by parts in each region produces edge terms $\phi_K^*\partial_x\phi_{K'}$. They cancel between neighbouring regions because the functions and slopes are continuous, and across the cell because the product is periodic.

All position dependence now sits in the phases. Differentiation gives

$$
\begin{aligned}
\partial_\alpha H_{KK'}&=i(K'-K)e^{i(K'-K)\tau_\alpha}M^\alpha_{KK'},\\
\partial_\alpha^2H_{KK'}&=-(K'-K)^2e^{i(K'-K)\tau_\alpha}M^\alpha_{KK'},
\end{aligned} \tag{25}
$$

and the same for $S$ with $N^\alpha$ in place of $M^\alpha$. Mixed second derivatives for two different wells vanish, since each phase contains one position. Coupling between different wells then enters (21) through products of first derivatives.

In three dimensions a rigidly moving muffin-tin potential leads to the same phases, $e^{i(\mathbf K'-\mathbf K)\cdot\boldsymbol\tau_\alpha}$, and each Cartesian derivative brings down one component of $i(\mathbf K'-\mathbf K)$. This assumes fixed radial functions. There the angular-momentum expansion is cut off, so the continuity that removed the edge terms is approximate, and the chosen form of the kinetic energy needs care at the sphere surface. A local orbital $f(\mathbf r-\boldsymbol\tau_\alpha)$ attached rigidly to its atom fits the scheme: its overlap with an augmented wave carries the phase $e^{i\mathbf K\cdot\boldsymbol\tau_\alpha}$, and overlaps between local orbitals on that atom are constant.

Move all wells by the same distance $t$. Equation (23) shows that both matrices change by a common unitary transformation,

$$
H\to U^\dagger HU,\qquad S\to U^\dagger SU,\qquad U_{KK'}=e^{iKt}\delta_{KK'}. \tag{26}
$$

The eigenvalues stay the same, even though the basis is finite. Differentiating $E(\tau_1+t,\tau_2+t,\ldots)=E(\tau_1,\tau_2,\ldots)$ with respect to $t$, and then with respect to $\tau_\alpha$, gives

$$
\sum_\alpha E_\alpha=0,\qquad \sum_\beta E_{\alpha\beta}=0. \tag{27}
$$

For two wells the Hessian thus has one independent element, $E_{11}=E_{22}=-E_{12}$.

The numerical example has $L=4.00$ Å, $R=0.50$ Å, depths of 30 and 20 eV, positions 0 and 1.80 Å, and $E_l=-14$ eV. Two bands are filled with both spins. Four $k$ points, at $\pm0.125$ and $\pm0.375$ in units of $2\pi/L$, carry equal weight, and there are 19 basis functions at each. The gap between the second and third band at $k=0$ is 12.89 eV. The smallest overlap eigenvalue is $4.8\times10^{-6}$: the basis is not far from linear dependence, but $S$ is positive definite as required.

Consider first the second band at $k=-0.375\,(2\pi/L)$ while well 2 is displaced. The level lies at $-10.148$ eV and has slope $-0.832$ eV/Å. The three parts of (9) add to

$$
\varepsilon''=76.970-0.051-72.263=4.656\ \mathrm{eV/Å^2}. \tag{28}
$$

Finite differences of this eigenvalue reproduce the total to all printed digits. The normalization part is $-2\varepsilon's_{ii}$, so $s_{ii}=-0.0506/(2\times0.832)=-0.030$ Å$^{-1}$. It is small here, but it is not the whole effect of $S'$, which also enters the mixing part.

For the band energy per cell, (21) gives for the displacement of well 1, for that of well 2, and for the mixed derivative

$$
\begin{aligned}
E_{11}&=310.828-6.730-300.465=3.633\ \mathrm{eV/Å^2},\\
E_{22}&=160.730-0.958-156.138=3.633\ \mathrm{eV/Å^2},\\
E_{12}&=0+2.531-6.164=-3.633\ \mathrm{eV/Å^2},
\end{aligned} \tag{29}
$$

where the terms are the explicit, occupied-pair and occupied–empty parts, and the totals are rounded from the unrounded values. In atomic units $E_{22}=0.03739$ hartree/bohr$^2$. The relations required by (27) hold, with row sums zero to rounding.

The explicit and occupied–empty parts are large and nearly cancel. By (27), their row sums must add to minus the row sum of the pair part, and in this example that part is small beside either of them. In the first row the explicit part is 310.828 and the occupied–empty part is $-300.465-6.164=-306.629$ eV/Å$^2$. The difference of 4.199 eV/Å$^2$ is removed by the occupied pairs, whose row sum is $-6.730+2.531=-4.199$ eV/Å$^2$. In the second row the sum without pairs is $-1.572$ eV/Å$^2$. If the pair part were left out, a rigid displacement of the crystal would appear to cost or release energy at second order. The single elements would also suffer: $E_{22}$ would become 4.592 eV/Å$^2$, which is 26 percent above its correct value in this basis, and $E_{11}$ would become 10.363 eV/Å$^2$, almost three times its correct value. The small size of the pair part beside the explicit part is therefore no reason to neglect it. The division into parts depends on the basis more strongly than the total does. With 13, 19 and 25 functions the pair part of $E_{11}$ is $-5.28$, $-6.73$ and $-7.16$ eV/Å$^2$, and the excess of $E_{22}$ without pairs is 18, 26 and 30 percent, while the total $E_{22}$ is 3.602, 3.633 and 3.631 eV/Å$^2$.

Finite differences of the LAPW energies along three directions in the plane of the two positions determine the full symmetric Hessian. Along each of these directions the second derivative agrees with (21) to within $1.3\times10^{-5}$ eV/Å$^2$. The same crystal can also be solved without a basis. In each segment of constant potential a $2\times2$ matrix carries the wave function and its slope from one end to the other. The product $T$ over a cell has determinant one, because the Wronskian of two solutions is constant. Bloch's condition requires an eigenvalue $e^{ikL}$ of $T$; the other is then $e^{-ikL}$, and the band energies are the roots of

$$
\tfrac12\,\mathrm{tr}\,T(\varepsilon)=\cos kL. \tag{30}
$$

At the same four $k$ points this gives a band energy of $-55.9705$ eV per cell. The LAPW value lies $3.0\times10^{-4}$ eV higher with 19 functions and $1.8\times10^{-3}$ eV higher with 13. A positive error is expected, because the basis functions and their slopes are continuous and the calculation is variational. Numerical differentiation of the basis-free energy gives $E_{22}=3.631$ eV/Å$^2$, so the LAPW value differs from it by 0.06 percent. Since (21) reproduces the curvature of the LAPW energy much more closely than this, the difference measures the incompleteness of the basis, together with any finite-difference error in the basis-free curvature. The basis is incomplete in two ways: the number of plane waves is finite, and inside each well only $u$ and $\dot u$ at one fixed energy are available. More plane waves would not remove the second limitation.

The first derivatives are $0.727$ eV/Å for well 1 and $-0.727$ eV/Å for well 2, so the band energy falls when well 2 moves towards the middle of the cell. Reflection about well 1 takes $\tau_2$ to $-\tau_2$, which is equivalent to $L-\tau_2$. The energy is therefore symmetric about $\tau_2=L/2=2.00$ Å and stationary there. A linear extrapolation of the slope puts the stationary point at

$$
\tau_2=1.80+\frac{0.7267}{3.6333}\ \text{Å}=2.00\ \text{Å}, \tag{31}
$$

which coincides with the symmetry point to the digits shown. The symmetry alone does not guarantee this. It removes the odd terms of the energy expanded about $L/2$, but the extrapolation is exact only for a quadratic energy, and quartic and higher terms would in general shift it. The close match is a property of this example and of the starting point. The basis-free curvature stays within about 0.3 percent of its central value between 1.80 and 2.00 Å, but it falls to 2.93 eV/Å$^2$ at 1.60 Å, and the same extrapolation gives 2.01 Å from 1.70 Å and 2.08 Å from 1.60 Å.

In the example the potential follows the wells rigidly. In density-functional or Hartree–Fock theory it also responds to the electrons. Let the energy be a functional $E(x,P)$, minimized under the constraint $PSP=P$, and define $F$ by $dE=\mathrm{tr}(F\,dP)$ at fixed $x$. Then $F$ takes the place of $H$ in the eigenvalue equation, and $W=PFP$. The argument that led to (19) now gives

$$
E_\alpha=\partial_\alpha E|_P+\mathrm{tr}(FP_\alpha)=\partial_\alpha E|_P-\mathrm{tr}(WS_\alpha). \tag{32}
$$

The derivative of $\partial_\alpha E|_P$ with respect to $P$ is $\partial_\alpha F|_P$, by exchange of the order of differentiation. Hence

$$
E_{\alpha\beta}=\partial_\alpha\partial_\beta E|_P-\mathrm{tr}(WS_{\alpha\beta})
+\mathrm{tr}(P_\beta\,\partial_\alpha F|_P)-\mathrm{tr}(W_\beta S_\alpha). \tag{33}
$$

The matrices $P_\beta$ and $W_\beta$ follow from (16)–(18), but with the total derivative of $F$,

$$
F_\beta=\partial_\beta F|_P+J[P_\beta], \tag{34}
$$

where the linear map $J$ is the derivative of $F$ with respect to $P$. In density-functional theory it contains the Hartree and exchange–correlation response. Since $P_\beta$ depends on $F_\beta$, these equations must be solved self-consistently. Let $\bar h^\alpha_{mn}$ be the elements of $\partial_\alpha F|_P$ and $h^\beta_{mn}$ those of $F_\beta$. Inserting the coefficients into (33), as in the step from (20) to (21), gives

$$
\begin{aligned}
E_{\alpha\beta}={}&\partial_\alpha\partial_\beta E|_P-\sum_i\varepsilon_ic_i^\dagger S_{\alpha\beta}c_i\\
&-\mathrm{Re}\sum_{ij}\left[s^{\alpha*}_{ij}h^\beta_{ij}+s^{\beta*}_{ij}\bar h^\alpha_{ij}
-(\varepsilon_i+\varepsilon_j)s^{\alpha*}_{ij}s^\beta_{ij}\right]\\
&+2\,\mathrm{Re}\sum_{ia}\frac{(\bar h^\alpha_{ai}-\varepsilon_is^\alpha_{ai})^*
(h^\beta_{ai}-\varepsilon_is^\beta_{ai})}{\varepsilon_i-\varepsilon_a}.
\end{aligned} \tag{35}
$$

One factor contains the explicit derivative and the other the total one. The expression is nevertheless symmetric. Writing $\partial_\alpha F|_P=F_\alpha-J[P_\alpha]$ in (33) turns it into a form with total derivatives in both places, minus $\mathrm{tr}(P_\beta J[P_\alpha])$. This trace is symmetric because $J$ comes from a second derivative of the energy.

Equation (35) was tested on a matrix model with a quadratic interaction that itself depends on the parameter. The formula and finite differences of the self-consistent energy both give $-10.190072$ eV. With $J$ left out of $F_\beta$ the result is $-10.529203$ eV, so in this model the response raises the second derivative by 0.339 eV.

The Hessian for one cell describes displacements that repeat in every cell, that is, phonons of wavevector $q=0$. For a $q$ that fits into a supercell of $n_c$ cells, apply the same formulas to the supercell. If $\Phi_{\alpha0,\beta n}$ is the second derivative of the total supercell energy with respect to atom $\alpha$ in cell 0 and atom $\beta$ in cell $n$, and $m_\alpha$ are the masses, the dynamical matrix is

$$
\mathcal D_{\alpha\beta}(q)=\frac1{\sqrt{m_\alpha m_\beta}}
\sum_{n=0}^{n_c-1}\Phi_{\alpha0,\beta n}\,e^{iqnL}. \tag{36}
$$

The phases are unambiguous because $qn_cL$ is a multiple of $2\pi$, so moving an atom to its supercell image does not change its phase.

The 3.633 eV/Å$^2$ found above is the band part of a force constant for $q=0$, which is a sum of $\Phi_{\alpha0,\beta n}$ over the cells $n$ and not a single one of these elements. It does not by itself give a phonon frequency. A full LAPW calculation has further contributions. They include the ion–ion energy, the second derivative of the electronic interaction energy at fixed $P$, the response in (34), and the motion of the interstitial and nonspherical potential. If the radial functions are allowed to follow the changing potential, $M^\alpha$ and $N^\alpha$ acquire derivatives of their own. These additions change the energy derivatives and matrices that enter (35), while the occupied-pair terms must in general be kept when the overlap derivatives have elements between occupied levels. They can still cancel in special cases, for instance in (21) when $h^\alpha_{ij}=\tfrac12(\varepsilon_i+\varepsilon_j)s^\alpha_{ij}$ for every parameter. The numerical output below lists the separate contributions.

## Table of computed values

```
1D CRYSTAL, LAPW BASIS
cell length: 4.00 angstrom; well half-width: 0.50 angstrom
well depths: 30.0, 20.0 eV
well positions: 0.00, 1.80 angstrom
linearization energy: -14.0 eV
basis functions: 19; k points: 4; filled bands: 2
k points in units of 2 pi/cell: [-0.375 -0.125  0.125  0.375]
smallest overlap eigenvalue: 4.82e-06
gap between bands 2 and 3 at k=0: 12.8909 eV
ONE LEVEL: band 2, first k point, well 2 displaced
level energy: -10.14756 eV
first derivative: -0.83217 eV/angstrom
second derivative, explicit part: 76.97036 eV/angstrom^2
second derivative, normalization part: -0.05060 eV/angstrom^2
second derivative, mixing part: -72.26343 eV/angstrom^2
second derivative, total: 4.65634 eV/angstrom^2
same by finite difference: 4.65634 eV/angstrom^2
BAND ENERGY PER CELL, both spins
LAPW: -55.970168 eV; exact: -55.970467 eV
LAPW error, 13 functions: 1.83e-03 eV
LAPW error, 19 functions: 2.99e-04 eV
first derivatives, wells 1, 2: 0.72673, -0.72673 eV/angstrom
HESSIAN ELEMENTS 11, 12, 22 in eV/angstrom^2
explicit: 310.82803, 0.00000, 160.72952
occupied pairs: -6.72995, 2.53079, -0.95847
occupied-empty: -300.46474, -6.16413, -156.13770
total: 3.63334, -3.63334, 3.63334
element 22, total: 0.037390 hartree/bohr^2
largest finite-difference deviation: 1.3e-05 eV/angstrom^2
exact crystal, element 22: 3.63099 eV/angstrom^2
largest row sum, full: 3.3e-12 eV/angstrom^2
row sums without occupied pairs: 4.19916, -1.57232 eV/angstrom^2
MATRIX MODELS, dimensionless parameter
degenerate pair, formula: -10.697967 eV
degenerate pair, finite difference: -10.697967 eV
self-consistent, formula: -10.190072 eV
self-consistent, finite difference: -10.190072 eV
response of F left out: -10.529203 eV
```
